# Potential decay beside a metal contact on doped and undoped graphene: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Potential beside a metal contact on graphene: far-distance laws.

Result under test (Thomas-Fermi mean field, T = 0, wide coplanar contact):
  undoped: U(x) -> sqrt(hv*Uc / (2*pi*alpha*x))
  doped:   u(x) -> hv*u0 / (4*pi*alpha*EF*x)
U    = Dirac energy minus Fermi energy (eV); Uc under the metal, Uinf far away
u    = U - Uinf, u0 = Uc - Uinf, EF = |Uinf|
hv   = hbar times Dirac velocity (eV nm); x = distance from the edge (nm)
alpha = e^2/(4 pi eps0 kappa hbar v), kappa = mean permittivity of both sides
The laws are compared with a numerical solution of the full nonlinear
integral equation, which does not assume the form of the far charge.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import spence

pi = np.pi
velocity = 1.0e6
k_air, k_sub = 1.0, 3.9
kappa = (k_air + k_sub) / 2
hv = sc.hbar * velocity / sc.e * 1e9
alpha = sc.e**2 / (4 * pi * sc.epsilon_0 * kappa * sc.hbar * velocity)
Uc, EF = 0.3, 0.1
kB = sc.k / sc.e


def local_U(x, u0, Uinf):
    """Dirac energy from the local inversion of the 1/x charge."""
    s = Uinf * abs(Uinf) + hv * u0 / (2 * pi * alpha * x)
    return np.sign(s) * np.sqrt(np.abs(s))


def cold_response(Uinf):
    """Excess U|U| - Uinf|Uinf| (eV^2) and its slope, free of cancellation."""
    def excess(u):
        U = u + Uinf
        return np.where(U * Uinf >= 0, u * np.abs(U + Uinf),
                        U * np.abs(U) - Uinf * abs(Uinf))
    return excess, lambda u: 2 * np.abs(u + Uinf)


def warm_response(T):
    """Same quantity for undoped graphene at temperature T (K)."""
    kT = kB * T

    def excess(u):
        a = np.abs(u) / kT
        full = a**2 / 2 + pi**2 / 6 + 2 * spence(1 + np.exp(-a))
        small = 2 * np.log(2) * a + a**3 / 12 - a**5 / 480
        return 2 * kT**2 * np.sign(u) * np.where(a < 0.05, small, full)

    def slope(u):
        a = np.abs(u) / kT
        return 2 * kT * (a + 2 * np.log1p(np.exp(-a)))
    return excess, slope


def solve(Uinf, response, step=0.04):
    """Newton solution of the integral equation on a grid uniform in ln x."""
    u0 = Uc - Uinf
    excess, slope = response
    y = np.arange(np.log(1e-6), np.log(1e9), step)
    x = np.exp(y)
    dist = np.abs(y[:, None] - y[None, :])
    np.fill_diagonal(dist, 1.0)
    M = -step * np.log(np.tanh(dist / 4))
    # diagonal weight of the trapezoidal rule for a logarithmic singularity
    np.fill_diagonal(M, step * np.log(8 * pi / step))
    M *= 2 * alpha / (pi * hv)

    def residual(v):
        return v - u0 + M @ (x * excess(v))

    u = np.minimum(local_U(x, u0, Uinf) - Uinf, u0)
    F = residual(u)
    for _ in range(100):
        if np.max(np.abs(F)) < 1e-11:
            break
        J = M * (x * slope(u))[None, :]
        J[np.diag_indices_from(J)] += 1.0
        du = np.linalg.solve(J, -F)
        lam = 1.0
        while True:
            trial = u + lam * du
            F_trial = residual(trial)
            good = np.linalg.norm(F_trial) < (1 - 1e-4 * lam) * np.linalg.norm(F)
            if good or lam < 1e-6:
                break
            lam /= 2
        u, F = trial, F_trial
    assert np.max(np.abs(F)) < 1e-11
    assert np.all(u > 0)
    return y, u


def at(solution, x):
    y, u = solution
    return float(np.exp(np.interp(np.log(x), y, np.log(u))))


def exponent(solution, x):
    return np.log(at(solution, 1.5 * x) / at(solution, x / 1.5)) / np.log(2.25)


# --- carrier density of the cone against a count of honeycomb-lattice states
a_lat = 0.246
hop = 2 * hv / (np.sqrt(3) * a_lat)
N = 2000
phase = np.exp(2j * pi * (np.arange(N) + 0.37) / N)
band = hop * np.abs(1 + phase[:, None] + phase[None, :])
n_lattice = 2 * np.mean(band < Uc) / (np.sqrt(3) / 2 * a_lat**2)
n_cone = Uc**2 / (pi * hv**2)
assert abs(n_lattice / n_cone - 1) < 0.03
del band

# --- Green function of the grounded half-plane: boundary value and flux
def green(z, t):
    w, r = np.sqrt(z), np.sqrt(t)
    return np.log(np.abs((w + r) / (w - r))) / (2 * pi)


ring = np.exp(2j * pi * (np.arange(400) + 0.5) / 400)


def flux(center, radius, t):
    d = 1e-4
    outer = green(center + (radius + d) * ring, t)
    inner = green(center + (radius - d) * ring, t)
    return -2 * pi * radius * np.mean((outer - inner) / (2 * d))


assert abs(green(-2 + 0j, 1.0)) < 1e-12
assert abs(flux(1.0, 0.3, 1.0) - 1) < 1e-5
assert abs(flux(2.0, 0.3, 1.0)) < 1e-5

# --- transform of the logarithmic kernel
def kernel_transform(s):
    f = lambda y: -2 * np.log(np.tanh(y / 4)) * np.cosh(s * y)
    return quad(f, 0, 1)[0] + quad(f, 1, 60, limit=200)[0]


kernel_area = kernel_transform(0.0)
assert abs(kernel_area - pi**2) < 1e-5
for s in (0.1, 0.25):
    assert abs(kernel_transform(s) - pi / s * np.tan(pi * s)) < 1e-4

# --- thermal net density against Fermi-function quadrature
T_room, T_cold = 300.0, 4.0
kT = kB * T_room
for U in (0.01, 0.08):
    f = lambda E: 2 * E * (1 / (np.exp((E - U) / kT) + 1)
                           - 1 / (np.exp((E + U) / kT) + 1))
    direct = quad(f, 0, 1.5, limit=200)[0]
    assert abs(direct / float(warm_response(T_room)[0](U)) - 1) < 1e-6

# --- full nonlinear solutions
undoped = solve(0.0, cold_response(0.0))
coarse = solve(0.0, cold_response(0.0), step=0.08)
assert abs(at(coarse, 10) / at(undoped, 10) - 1) < 1e-3
p_doped = solve(EF, cold_response(EF))
n_doped = solve(-EF, cold_response(-EF))
room = solve(0.0, warm_response(T_room))
cold = solve(0.0, warm_response(T_cold))


def root_law(x):
    return np.sqrt(hv * Uc / (2 * pi * alpha * x))


def inverse_law(x, u0):
    return hv * u0 / (4 * pi * alpha * EF * x)


assert abs(exponent(undoped, 1e4) + 0.5) < 0.002
assert abs(at(undoped, 1e3) / root_law(1e3) - 1) < 0.005
for sol, u0 in ((p_doped, Uc - EF), (n_doped, Uc + EF)):
    assert abs(exponent(sol, 1e5) + 1) < 0.005
    assert abs(at(sol, 1e5) / inverse_law(1e5, u0) - 1) < 0.01

# relative error of the root law should itself fall as 1/x
dev100 = at(undoped, 100) / root_law(100) - 1
dev1000 = at(undoped, 1000) / root_law(1000) - 1
assert abs(dev100 / dev1000 / 10 - 1) < 0.1

# doped charge correction should follow (ln x)/x: x*deviation linear in ln x
scaled = [x * (at(p_doped, x) / inverse_law(x, Uc - EF) - 1)
          for x in (1e3, 1e4, 1e5)]
assert abs((scaled[2] - scaled[1]) / (scaled[1] - scaled[0]) - 1) < 0.15

# thermal far law
thermal_law = hv * Uc / (8 * pi * np.log(2) * alpha * kT * 1e5)
assert abs(exponent(room, 1e5) + 1) < 0.005
assert abs(at(room, 1e5) / thermal_law - 1) < 0.01

# crossover from root to inverse law at weak doping
weak = 0.005
weak_sol = solve(weak, cold_response(weak))
weak_dev = max(abs(at(weak_sol, x) / (local_U(x, Uc - weak, weak) - weak) - 1)
               for x in (300.0, 1000.0, 3000.0, 10000.0))
assert weak_dev < 0.05

# --- geometry factors from Poisson integrals and a Fourier integral
width, depth, xs = 1000.0, 300.0, 100.0
z = 1e-3
strip = quad(lambda t: 1 / (pi * ((xs - t)**2 + z**2)), -width, 0)[0]
strip_factor = width / (xs + width)
assert abs(strip * pi * xs / strip_factor - 1) < 1e-5
W = (1 + 1e-5j)**2
wall = quad(lambda t: W.imag / (pi * ((W.real + t)**2 + W.imag**2)),
            0, np.inf)[0] / 1e-5
assert abs(wall / (1 / (pi / 2)) - 1) < 1e-5
ag = pi * xs / depth
gate_factor = ag / np.expm1(ag)
fourier = quad(lambda q: 2 / np.expm1(2 * q) * np.sin(q * xs / depth),
               0, 30, limit=200)[0] / depth
gate_field = (1 / xs + fourier) / pi - 1 / (2 * depth)
assert abs(gate_field * pi * xs / gate_factor - 1) < 1e-6
gate_total = (k_air + k_sub * gate_factor) / (k_air + k_sub)
wall_total = (2 * k_air + k_sub) / (k_air + k_sub)

# --- logarithm of the first-order exchange velocity
theta = 2 * pi * np.arange(128) / 128


def shell(lnq):
    q = np.exp(lnq)
    ang = np.cos(theta) / np.sqrt(1 + q * q - 2 * q * np.cos(theta))
    return q * q * 2 * pi * np.mean(ang) / (4 * pi)


log_slope = quad(shell, np.log(50), np.log(500))[0] / np.log(10)
assert abs(log_slope - 0.25) < 1e-3

# --- worked numbers
print(f"velocity {velocity:.2e} m/s; hbar*v {hv:.4f} eV nm")
print(f"permittivities: air {k_air}, substrate {k_sub}, mean {kappa:.2f}")
print(f"alpha {alpha:.4f}; Uc {Uc} eV; doped |Uinf| {EF} eV")
print(f"root-law length hv/(2 pi alpha Uc): {hv/(2*pi*alpha*Uc):.4f} nm")
print(f"doped: density {EF**2/(pi*hv**2)*1e14:.3e} cm^-2")
print(f"doped: screening wavenumber q {4*alpha*EF/hv:.4f} nm^-1")
print(f"kernel area {kernel_area:.5f}; pi^2 {pi**2:.5f}")
for x in (10.0, 100.0, 1000.0):
    print(f"x = {x:.0f} nm, potentials in meV:")
    print(f"  undoped U: solved {1e3*at(undoped,x):.3f}, "
          f"root law {1e3*root_law(x):.3f}")
    print(f"  p-doped u: solved {1e3*at(p_doped,x):.4f}, "
          f"inverse law {1e3*inverse_law(x,Uc-EF):.4f}")
    print(f"  n-doped u: solved {1e3*at(n_doped,x):.4f}, "
          f"inverse law {1e3*inverse_law(x,Uc+EF):.4f}")
    print(f"  undoped hole density {at(undoped,x)**2/(pi*hv**2)*1e14:.3e} cm^-2")
    print(f"  undoped TF parameter hv|U'|/U^2 {hv/(2*x*root_law(x)):.3f}")
print(f"exponent, undoped at 1e4 nm: {exponent(undoped,1e4):.5f}")
print(f"exponent, p-doped at 1e5 nm: {exponent(p_doped,1e5):.5f}")
print(f"exponent, n-doped at 1e5 nm: {exponent(n_doped,1e5):.5f}")
print(f"root-law relative error: {dev100:.3e} at 100 nm, {dev1000:.3e} at 1000 nm")
x_pn = np.exp(np.interp(-EF, -n_doped[1], n_doped[0]))
x_pn_local = hv * (Uc + EF) / (2 * pi * alpha * EF**2)
print(f"p-n crossing: solved {x_pn:.2f} nm, local formula {x_pn_local:.2f} nm")
print(f"weak doping {1e3*weak:.0f} meV: largest crossover error {100*weak_dev:.2f} %")
for T, sol in ((T_cold, cold), (T_room, room)):
    U_T = 4 * np.log(2) * kB * T
    x_T = hv * Uc / (2 * pi * alpha * U_T**2)
    print(f"T = {T:.0f} K: 4 ln2 kT {1e3*U_T:.3f} meV, root law ends near {x_T:.3g} nm")
    print(f"  solved U: {1e3*at(sol,10):.3f} meV at 10 nm, "
          f"{1e3*at(sol,100):.3f} meV at 100 nm")
print(f"exponent, undoped 300 K at 1e5 nm: {exponent(room,1e5):.5f}")
n_res = 1e11
E_res = hv * np.sqrt(pi * n_res * 1e-14)
x_res = hv * Uc / (2 * pi * alpha * E_res**2)
print(f"residual doping {n_res:.0e} cm^-2: Fermi energy {1e3*E_res:.2f} meV")
print(f"  root law ends near {x_res:.1f} nm")
print(f"charge factors at {xs:.0f} nm (U changes by the square root):")
print(f"  contact width {width:.0f} nm: {strip_factor:.3f}")
print(f"  gate {depth:.0f} nm below: {gate_total:.3f}")
print(f"  tall vertical metal wall: {wall_total:.3f}")
print(f"exchange: velocity slope alpha/4 {alpha*log_slope:.3f} per unit ln(cutoff/k)")
print(f"  rise from 10 to 100 nm, in bare v: {alpha*log_slope*np.log(10)/2:.3f}")
print(f"lattice/cone density at Uc: {n_lattice/n_cone:.4f} (a = {a_lat} nm)")
print(f"normal field at 10 nm, undoped: {10*Uc/(pi*10):.4f} MV/cm")
print("every check passed")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 189, in <module>
    assert abs((scaled[2] - scaled[1]) / (scaled[1] - scaled[0]) - 1) < 0.15
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The numerical graphene sheet ended at 1e9 nm, and this far end changes the potential at distance x by a relative amount of order x/L, with L the sheet length. At 1e5 nm that is as large as the small (ln x)/x correction being tested, or larger, so the physics stands and the fault lies in the program. The sheet now ends at 1e12 nm, with the same test distances and the same 15 % tolerance. A stricter test is added, that the logarithm's coefficient equals 1/(pi q) within 5 %, and its value is printed; the wall integral is also rescaled so that its quadrature error is controlled relative to its value.

Diff:

```diff
@@ -24,4 +24,7 @@
 Uc, EF = 0.3, 0.1
 kB = sc.k / sc.e
+# The sheet must end somewhere; its end changes the potential at x by a
+# relative amount of order x/sheet_end, kept far below every tested effect.
+sheet_end = 1e12
 
 
@@ -61,5 +64,5 @@
     u0 = Uc - Uinf
     excess, slope = response
-    y = np.arange(np.log(1e-6), np.log(1e9), step)
+    y = np.arange(np.log(1e-6), np.log(sheet_end), step)
     x = np.exp(y)
     dist = np.abs(y[:, None] - y[None, :])
@@ -184,8 +187,12 @@
 assert abs(dev100 / dev1000 / 10 - 1) < 0.1
 
-# doped charge correction should follow (ln x)/x: x*deviation linear in ln x
+# doped correction should follow (ln x)/(pi q x) plus a constant over x:
+# x times the relative deviation is then linear in ln x with slope 1/(pi q)
+q_screen = 4 * alpha * EF / hv
 scaled = [x * (at(p_doped, x) / inverse_law(x, Uc - EF) - 1)
           for x in (1e3, 1e4, 1e5)]
 assert abs((scaled[2] - scaled[1]) / (scaled[1] - scaled[0]) - 1) < 0.15
+log_coefficient = (scaled[2] - scaled[1]) / np.log(10)
+assert abs(log_coefficient * pi * q_screen - 1) < 0.05
 
 # thermal far law
@@ -207,7 +214,8 @@
 strip_factor = width / (xs + width)
 assert abs(strip * pi * xs / strip_factor - 1) < 1e-5
-W = (1 + 1e-5j)**2
-wall = quad(lambda t: W.imag / (pi * ((W.real + t)**2 + W.imag**2)),
-            0, np.inf)[0] / 1e-5
+height = 1e-5
+W = (1 + 1j * height)**2
+wall = quad(lambda t: W.imag / height / (pi * ((W.real + t)**2 + W.imag**2)),
+            0, np.inf)[0]
 assert abs(wall / (1 / (pi / 2)) - 1) < 1e-5
 ag = pi * xs / depth
@@ -239,5 +247,5 @@
 print(f"root-law length hv/(2 pi alpha Uc): {hv/(2*pi*alpha*Uc):.4f} nm")
 print(f"doped: density {EF**2/(pi*hv**2)*1e14:.3e} cm^-2")
-print(f"doped: screening wavenumber q {4*alpha*EF/hv:.4f} nm^-1")
+print(f"doped: screening wavenumber q {q_screen:.4f} nm^-1")
 print(f"kernel area {kernel_area:.5f}; pi^2 {pi**2:.5f}")
 for x in (10.0, 100.0, 1000.0):
@@ -255,4 +263,6 @@
 print(f"exponent, n-doped at 1e5 nm: {exponent(n_doped,1e5):.5f}")
 print(f"root-law relative error: {dev100:.3e} at 100 nm, {dev1000:.3e} at 1000 nm")
+print(f"p-doped log coefficient: solved {log_coefficient:.4f} nm, "
+      f"1/(pi q) {1/(pi*q_screen):.4f} nm")
 x_pn = np.exp(np.interp(-EF, -n_doped[1], n_doped[0]))
 x_pn_local = hv * (Uc + EF) / (2 * pi * alpha * EF**2)
```

The mended program passes:

```
velocity 1.00e+06 m/s; hbar*v 0.6582 eV nm
permittivities: air 1.0, substrate 3.9, mean 2.45
alpha 0.8929; Uc 0.3 eV; doped |Uinf| 0.1 eV
root-law length hv/(2 pi alpha Uc): 0.3911 nm
doped: density 7.347e+11 cm^-2
doped: screening wavenumber q 0.5426 nm^-1
kernel area 9.86960; pi^2 9.86960
x = 10 nm, potentials in meV:
  undoped U: solved 56.372, root law 59.326
  p-doped u: solved 11.8431, inverse law 11.7318
  n-doped u: solved 33.3247, inverse law 23.4637
  undoped hole density 2.335e+11 cm^-2
  undoped TF parameter hv|U'|/U^2 0.555
x = 100 nm, potentials in meV:
  undoped U: solved 18.651, root law 18.760
  p-doped u: solved 1.1941, inverse law 1.1732
  n-doped u: solved 2.4629, inverse law 2.3464
  undoped hole density 2.556e+10 cm^-2
  undoped TF parameter hv|U'|/U^2 0.175
x = 1000 nm, potentials in meV:
  undoped U: solved 5.929, root law 5.933
  p-doped u: solved 0.1177, inverse law 0.1173
  n-doped u: solved 0.2361, inverse law 0.2346
  undoped hole density 2.583e+09 cm^-2
  undoped TF parameter hv|U'|/U^2 0.055
exponent, undoped at 1e4 nm: -0.49994
exponent, p-doped at 1e5 nm: -1.00005
exponent, n-doped at 1e5 nm: -1.00008
root-law relative error: -5.808e-03 at 100 nm, -5.926e-04 at 1000 nm
p-doped log coefficient: solved 0.5885 nm, 1/(pi q) 0.5866 nm
p-n crossing: solved 3.82 nm, local formula 4.69 nm
weak doping 5 meV: largest crossover error 0.87 %
T = 4 K: 4 ln2 kT 0.956 meV, root law ends near 3.85e+04 nm
  solved U: 56.369 meV at 10 nm, 18.641 meV at 100 nm
T = 300 K: 4 ln2 kT 71.677 meV, root law ends near 6.85 nm
  solved U: 41.592 meV at 10 nm, 5.118 meV at 100 nm
exponent, undoped 300 K at 1e5 nm: -1.00015
residual doping 1e+11 cm^-2: Fermi energy 36.89 meV
  root law ends near 25.9 nm
charge factors at 100 nm (U changes by the square root):
  contact width 1000 nm: 0.909
  gate 300 nm below: 0.655
  tall vertical metal wall: 1.204
exchange: velocity slope alpha/4 0.223 per unit ln(cutoff/k)
  rise from 10 to 100 nm, in bare v: 0.257
lattice/cone density at Uc: 1.0025 (a = 0.246 nm)
normal field at 10 nm, undoped: 0.0955 MV/cm
every check passed
```
